# Why Copper Filling of a Through-Hole Can Begin at Mid-Depth

**Q.** I plate copper into a hole open at both ends, in a bath containing a suppressor. The copper sometimes grows fastest halfway down, where every dissolved species has farthest to travel. Why doesn't it grow fastest at the mouths?

**A.** Because the species in shortest supply there may be the one that prevents growth. Suppressor adsorbs on copper and slows deposition, and growing copper removes it, by burial or by deactivation. The wall stays covered only while fresh suppressor arrives.

To make this quantitative, take a hole of radius $a$ and length $L=2h$ at fixed overpotential. Let $x$ be the bare fraction of the wall, and $v_0$ and $v_1$ the growth rates of bare and covered copper. With $\Delta=v_0-v_1$, the local growth rate is

$$v=v_0x+v_1(1-x)=v_1+\Delta x .$$

A bare site gains suppressor at the rate $k_+C$, where $C$ is the dissolved concentration. A covered site loses it at the rate $v/\lambda$, where $\lambda$ is the mean copper thickness whose growth removes it. Hence

$$\frac{\partial x}{\partial t}=-k_+Cx+\frac{(1-x)v}{\lambda}.$$

**Q.** Does that wall balance already give two states, covered and bare, at one concentration?

**A.** No. In the steady state $\lambda k_+Cx=(1-x)(v_1+\Delta x)$. Divide by $\Delta$ and define

$$\varepsilon=\frac{v_1}{\Delta},\qquad C_b=\frac{\Delta}{\lambda k_+},\qquad y=\frac{C}{C_b}.$$

Then $yx=(1-x)(x+\varepsilon)=x+\varepsilon-x^2-\varepsilon x$, or

$$x^2+(y+\varepsilon-1)x-\varepsilon=0 .$$

The product of the roots is $-\varepsilon<0$, so exactly one is positive. At $x=1$ the left side equals $y\ge0$, so this root does not exceed 1. Solving the balance for $y$ gives

$$y=1-\varepsilon-x+\frac{\varepsilon}{x},\qquad \frac{dy}{dx}=-1-\frac{\varepsilon}{x^2}<0 .$$

Less suppressor therefore means a barer wall and faster growth, but with one value of $x$ for each $y$. A sudden breakdown must come from coupling the wall to the supply.

**Q.** How does the supply select the middle?

**A.** Let $z$ run along the hole, and average $C$ over the cross-section. In a slice of thickness $dz$, the net diffusive inflow $\pi a^2DC''dz$ must equal the uptake by the wall area $2\pi a\,dz$. If $\Gamma$ is the amount of suppressor per area at full coverage,

$$DC''=\frac{2}{a}\Gamma k_+Cx .$$

Dividing by $C_b$ gives

$$\ell^2y''=W,\qquad W=yx,\qquad \ell^2=\frac{Da}{2\Gamma k_+}.$$

Since $W>0$, the profile is convex and has a single minimum. Starting there with zero slope, the equation gives the same rising curve in both directions. If both mouths have the same concentration $C_0$, they must lie equally far from the minimum, which is therefore at mid-depth. There $x$ and $v$ are largest.

This argument requires a fluid at rest and equal mouths. It gives the position of the maximum, but not yet its size.

**Q.** Why should a slight thinning of the suppressor turn into a breakdown?

**A.** Write the loss in terms of the bare fraction:

$$W=(1-x)(x+\varepsilon),\qquad \frac{dW}{dx}=1-\varepsilon-2x .$$

For $x<(1-\varepsilon)/2$, baring the wall increases the loss. Thus a fall in concentration bares some wall, the copper there grows faster, more suppressor is removed, and the concentration falls further. The loss peaks at $W=(1+\varepsilon)^2/4$. Beyond that peak there is too little adsorbed suppressor left to lose, and $W\to0$ as $y\to0$.

On a well-covered wall with $y$ well above 1, $x$ is small. Dropping $x^2$ and $\varepsilon x$ from the quadratic leaves $(y-1)x\simeq\varepsilon$, so

$$W\simeq\frac{\varepsilon y}{y-1}.$$

The loss is then small, but it rises as $y$ falls towards 1.

Now suppose loss did not follow growth, and every covered site lost suppressor at the fixed rate $v_1/\lambda$. The balance would be $yx=\varepsilon(1-x)$, giving $x=\varepsilon/(y+\varepsilon)$ and $W=\varepsilon y/(y+\varepsilon)$. This loss decreases when $y$ decreases, so the feedback is gone.

**Q.** Can you turn the feedback into a critical length?

**A.** Put $z=0$ at mid-depth, and mark values there by $m$. Multiply $\ell^2y''=W$ by $y'$ and integrate from the middle, where $y'=0$:

$$\frac{\ell^2}{2}(y')^2=\int_{y_m}^{y}W\,d\tilde y .$$

Use $x$ as the integration variable. Since $dy=-(1+\varepsilon/x^2)dx$, reversing the limits removes the minus sign:

$$\int_{y_m}^{y}W\,d\tilde y=\int_x^{x_m}(1-s)(s+\varepsilon)\left(1+\frac{\varepsilon}{s^2}\right)ds .$$

The first two factors give $\varepsilon+(1-\varepsilon)s-s^2$. Their product with $\varepsilon/s^2$ is $\varepsilon^2/s^2+\varepsilon(1-\varepsilon)/s-\varepsilon$. The constants cancel in the sum, leaving

$$(1-\varepsilon)s-s^2+\frac{\varepsilon(1-\varepsilon)}{s}+\frac{\varepsilon^2}{s^2}.$$

The integral is therefore $Q(x_m)-Q(x)$, with

$$Q(x)=\frac{1-\varepsilon}{2}x^2-\frac{x^3}{3}+\varepsilon(1-\varepsilon)\ln x-\frac{\varepsilon^2}{x}.$$

For $z>0$ the slope is positive. Separating variables and integrating to the mouth, where $y=y_0=C_0/C_b$, gives

$$\frac{h}{\ell}=\int_{y_m}^{y_0}\frac{dy}{\sqrt{2[Q(x_m)-Q(x(y))]}} .$$

This relates the length to the mid-depth concentration. As $y_m\to y_0$, the integral tends to zero: a very short hole is hardly depleted. As $y_m\to0$, the centre obeys $\ell^2y''\simeq y$, so $y\simeq y_m\cosh(z/\ell)$, and reaching a fixed $y$ takes a length that grows without limit.

Between these ends the curve need not be monotonic. If it has a local maximum, the mostly suppressed steady state ends there: a longer hole cannot be fed well enough to keep its middle covered. A local minimum at smaller $y_m$ marks the shortest hole with an active middle.

**Q.** What are the numbers for a narrow hole?

**A.** Take $a=10$ µm, $C_0=20$ µmol/L, $D=10^{-10}$ m²/s, $\Gamma=10^{-7}$ mol/m², $k_+=50$ m³/(mol s) and $\lambda=3$ nm. Let bare copper plate at 2 mA/cm², or $v_0=0.7351$ nm/s, and covered copper at 3% of that, $v_1=0.0221$ nm/s. Then $\Delta=0.7130$ nm/s, $\varepsilon=0.0309$, and

$$C_b=\frac{0.7130\times10^{-9}}{(3\times10^{-9})(50)}=4.753\times10^{-3}\ \mathrm{mol/m^3}=4.753\ \mathrm{\mu mol/L},$$

$$y_0=\frac{20}{4.753}=4.208,\qquad \ell=\sqrt{\frac{(10^{-10})(10^{-5})}{2(10^{-7})(50)}}=10\ \mathrm{\mu m}.$$

At the mouth $W=0.0401$; its largest possible value is 0.2657, some 6.6 times greater. The length curve has two turning points, at $L=134.9$ µm and $L=185.7$ µm. At the upper one, the mid-depth concentration is still about 8 µmol/L, or $1.7C_b$. The covered state is therefore lost well before the suppressor is exhausted.

The feedback can be seen by freezing the loss at its mouth value. Two integrations then give a drop $y_0-y_m=Wh^2/(2\ell^2)=0.0401(9.285)^2/2=1.73$, hence $y_m=2.48$. The actual value, about 1.7, is lower because loss increases towards the middle.

**Q.** Those are steady states. Does a covered hole really lose suppression first in the middle?

**A.** In this model, yes, if the hole is not many times longer than the critical length. The time-dependent calculation uses the coverage equation above together with

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial z^2}-\frac{2}{a}\Gamma k_+Cx ,$$

at fixed radius. A hole at 0.97 of the upper critical length stays suppressed, while one at 1.03 becomes active. At 0.97 the steady integral predicts 10.211 µmol/L at mid-depth, and the simulation gives 10.210.

For $L=200$ µm, I start with bath solution throughout the hole and a mostly covered wall with random unevenness. The first place to become half bare is at 100.0 µm, after about 4 minutes. Only about 15 nm of copper has been deposited by then, so fixing the radius is a good approximation for the onset. In a hole of 800 µm, by contrast, a long central stretch thins almost evenly before the supply from the mouths is felt, and the initial unevenness can move the first break some way off centre.

Two changes at the same length test the explanation. With the right bath at 70% of $C_0$, breakdown starts about 15 µm to the right of centre, towards the weaker supply. With loss unlinked from growth, there is no breakdown, and the middle grows just 1.107 times as fast as the mouth. Symmetry fixes the place; at this length the link between growth and loss makes the contrast large. Without the link the middle still goes bare in a longer hole, but gradually: the ratio is about 1.8 at 300 µm, 14 at 360 µm and 24 at 400 µm. The link makes the change abrupt, brings it on at a shorter length and allows two states in one hole.

**Q.** Does the active region stay at the middle?

**A.** It spreads until the suppressor diffusing in from each mouth only just meets the losses along the covered wall and in the active region. In this example about half of the inflow is used up before it reaches the half-bare edge. In the 200 µm hole it reaches 90% of its final width after about 5 minutes, when some 50 to 60 nm has grown at mid-depth. The final growth rates, for the original radius, are 0.7292 nm/s in the middle and 0.0290 nm/s about 0.6 µm inside the mouth, a ratio of 25.2.

To find the suppressed length at each end, call the edge the point where $x=1/2$. The wall balance there gives $y=1/2+\varepsilon$. If the core is long, $x_m\to1$, and the arm has depth

$$s=\ell\int_{1/2+\varepsilon}^{y_0}\frac{dy}{\sqrt{2[Q(1)-Q(x(y))]}} .$$

This is 49.6 µm, as in the simulation. The active core is thus $200-2(49.6)=100.8$ µm long. Since $L$ is absent from the integral, lengthening an already long core adds active wall, not suppressed arm.

Perfect suppression, $\varepsilon\to0$, gives a simple limit. For $y>1$ the wall is covered and $W=0$. For $y<1$, $x=1-y$ and $W=y(1-y)$. At $y=1$ the first integral gives

$$\frac{\ell^2(y')^2}{2}=\int_0^1y(1-y)\,dy=\frac16,\qquad \ell y'=\frac1{\sqrt3}.$$

The profile is straight from there to the mouth, a distance $\sqrt3\,\ell(y_0-1)=55.6$ µm here. The half-bare edge, now at $y=1/2$, lies deeper by $\ell\int_{1/2}^1dy/\sqrt{y^2-2y^3/3}=0.975\,\ell$, so the arm as defined above would be 65.3 µm. A finite $\varepsilon$ increases $x$ at every $y>0$, and so increases the loss. The gradient is steeper and the arm shorter.

In this limit the covered wall consumes nothing, so a fully covered hole can remain covered at any length if $y_0>1$. An initially covered hole needs some residual growth to start the breakdown.

**Q.** Can a shorter hole have an active middle?

**A.** Yes, if it starts differently. Between 134.9 and 185.7 µm the model has both suppressed and active states. At 148.4 µm a covered start remains suppressed. Starting instead with a bare wall and no suppressor in the hole leaves a core 47.9 µm long, because the suppressor entering from the ends is consumed before it can cover the middle. At 0.93 of the lower critical length, even the bare start becomes suppressed.

**Q.** Which settings move the upper limit?

**A.** At fixed $y_0$ and $\varepsilon$, both critical lengths scale as $\ell\propto\sqrt a$. A narrower hole has less cross-section to supply each unit of wall. Reducing the radius to 0.88 of its value multiplies the limit by $\sqrt{0.88}=0.938$. A hole at 0.97 of the old limit should then break down, and in the simulation it does.

At fixed $\ell$ and $\varepsilon$, raising $C_0$ raises $y_0$ and extends the length integral for every $y_m$, so the upper limit rises. Increasing $v_0$ and $v_1$ by one common factor does the opposite: $C_b$ rises and $y_0$ falls. This assumes that the overpotential leaves $k_+$ and $\lambda$ unchanged.

**Q.** Copper ions must also reach the middle. Couldn't their depletion cancel the effect?

**A.** It could in a long or rapidly plated hole. I therefore repeated the 200 µm case with growth proportional to local copper concentration and reduced by the ohmic drop, with an e-folding voltage $2RT/F\simeq51$ mV at 298 K. The bath has 0.80 mol/L copper, a copper diffusivity of $5\times10^{-10}$ m²/s and a conductivity of 20 S/m.

This run also includes diffusion through still liquid to the mouth. A disk in an insulating plane receives $4Da\,\delta C$; equating this to $\pi a^2D\,\delta C/l$ gives an added length $l=\pi a/4=7.85$ µm. By itself, this access resistance lowers the upper critical length from 185.7 to 170.5 µm, or by 8%. This estimate is for a single hole and leaves out suppressor consumed by a plated outer face or by neighbouring holes.

With all three effects, breakdown still starts at 100.0 µm, now after about 3 minutes. The final copper deficit at mid-depth is 17.8% of the bath value, and the ohmic drop is 0.69 mV. The middle grows about 20 times as fast as the mouth and remains the place of fastest growth. This margin is narrow, because in a longer core $x$ flattens towards 1 while copper depletion favours the core's edges. At 260 µm breakdown still starts in the middle, but the fastest final growth lies about 45 µm to either side and the middle is about 3% slower; at 350 µm it is about 15% slower.

**Q.** How close is this to a real via, and does it promise a solid fill?

**A.** The geometry is in the range of interposer vias, and acid copper sulfate with a dilute polymer suppressor is a real class of bath. The values of $k_+$, $\Gamma$ and $\lambda$ are round model inputs, not measurements of a named additive. Chloride, accelerators and potential-dependent adsorption are left out, so the critical lengths are not predictions for a commercial bath. Radial concentration differences are small here: the average over the cross-section exceeds the value at the wall by $a^2W/(8\ell^2)$ in units of $C_b$, at most about 3.3%, and the value on the axis exceeds the wall value by twice as much. Relative to the low concentration left in the active core, the first difference reaches about 12%.

The most delicate assumption is fluid at rest. Flow along the hole competes with diffusion when its speed is about $D/L=0.5$ µm/s. For a water-like viscosity $\eta\sim10^{-3}$ Pa s, laminar pipe flow needs a pressure difference of only $8\eta Lu/a^2\simeq0.008$ Pa to reach this speed $u$. Such a flow breaks the symmetry and can carry suppressor into the middle. I have not calculated how far it moves the threshold, so the result applies where through-flow is much slower. In a vertical hole, copper depletion can itself drive the flow. Copper sulfate adds roughly 0.15 kg to the liquid's mass per mole, so a 17.8% deficit makes the liquid about 20 kg/m³ lighter. Over 200 µm this gives a buoyancy pressure of up to about 0.04 Pa, enough to exceed the speed above and push the active region upwards. The later growth calculated here is therefore not a prediction for a vertical hole.

Nor does starting in the middle guarantee a solid fill. At a constant 0.7292 nm/s, closing a 10 µm radius would take about 3.8 hours. This is a lower bound, because the narrowing hole also restricts the copper supply. Meanwhile the radius, supply and active length all change. A long core growing almost evenly could close at two places and trap liquid between them. If it closes cleanly, it leaves two blind holes, whose filling is a separate problem. The model explains where filling can begin; the numerical output gives the values for this example.

## Calculated quantities

```
hole radius: 10.0 um
suppressor diffusivity: 1.0 1e-10 m2/s
bath suppressor C0: 20.0 umol/L
full coverage Gamma: 1.0 1e-7 mol/m2
adsorption constant: 50.0 m3/(mol s)
loss length: 3.0 nm
bare current density: 2.0 mA/cm2
covered/bare growth ratio: 0.030
bare growth rate v0: 0.7351 nm/s
covered growth rate v1: 0.0221 nm/s
eps: 0.0309
scale concentration C_b: 4.753 umol/L
y0 = C0/C_b: 4.208
depletion length ell: 10.00 um
bare fraction at C0: 0.0095
scaled loss W at C0: 0.0401
largest scaled loss W: 0.2657
y at largest loss: 0.548
lower critical length: 134.9 um
upper critical length: 185.7 um
mid C at upper critical length: 8.04 umol/L
mid C at 0.97 critical, integral: 10.211 umol/L
mid C at 0.97 critical, simulated: 10.210 umol/L
bare start, hole length: 148.4 um
bare start, active core length: 47.9 um
example hole length: 200.0 um
time of first breakdown: 245 s
place of first breakdown: 100.0 um
copper plated by then, maximum: 15.6 nm
time core reaches 90% width: 310 s
mid copper by then: 59 nm
final mid growth: 0.7292 nm/s
final mouth growth: 0.0290 nm/s
final mid/mouth growth ratio: 25.2
suppressed arm, integral: 49.6 um
suppressed arm, simulated: 49.6 um
active core length: 100.8 um
shift, right bath at 70%: 14.9 um
mid/mouth ratio, loss unlinked: 1.107
mouth access length: 7.85 um
upper critical length with access: 170.5 um
largest radial difference / C_b: 3.3 %
bath copper: 0.80 mol/L
copper diffusivity: 5.0 1e-10 m2/s
bath conductivity: 20.0 S/m
temperature: 298.15 K
coupled: breakdown time: 188 s
coupled: breakdown place: 100.0 um
coupled: Cu deficit at breakdown: 6.68 %
coupled: ohmic drop at breakdown: 0.258 mV
coupled: final mid Cu deficit: 17.8 %
coupled: final mid ohmic drop: 0.69 mV
coupled: mid/mouth growth ratio: 19.9
coupled: mid/peak growth ratio: 1.000
coupled: peak distance from mid: 0.0 um
```
